# What do the oscillator strengths of a Dirac electron sum to?: a program that tests the result

```python
"""
Result under test: for a Dirac electron in a local potential, the oscillator
strengths f_n = 2 (E_n - E_0) |<n|z|0>|^2 (atomic units) sum to ZERO over the
complete spectrum. The positive branch gives S_plus, the negative -S_plus.
For hydrogen-like 1s: S_plus = 1 - (5/6)(Z alpha)^2 + higher orders.

Symbols: Z nuclear charge, c speed of light (1/alpha), kappa Dirac angular
number (-1: s1/2, +1: p1/2, -2: p3/2), P and Q large and small radial
components, W = E - c^2, gamma = sqrt(kappa^2 - (Z/c)^2), x = 2 Z r.
The four-spinor is (P Omega_kappa, i Q Omega_-kappa)/r with m_j = 1/2.
Each radial component is x^gamma exp(-x/2) times a polynomial; one linear
constraint fixes the ratio P/Q at the nucleus. For p1/2 one artificial level
in the gap, the image of an exponentially growing solution, is left out.
"""
import numpy as np
from scipy.constants import fine_structure
from scipy.linalg import eigh, null_space
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

c = 1.0 / fine_structure
HALF = Rational(1, 2)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def spin_amplitude(kappa, ms):
    """Clebsch-Gordan amplitude of spin projection ms in Omega_kappa."""
    j = abs(kappa) - HALF
    return float(clebsch_gordan(orbital_l(kappa), HALF, j, HALF - ms, ms, HALF))


def angular_cos(ka, kb):
    """<Omega_ka| cos(theta) |Omega_kb> for m_j = 1/2."""
    la, lb = orbital_l(ka), orbital_l(kb)
    if abs(la - lb) != 1:
        return 0.0
    top, total = max(la, lb), 0.0
    for ms in (HALF, -HALF):
        m = float(HALF - ms)
        y_element = np.sqrt((top**2 - m**2) / (4 * top**2 - 1))
        total += spin_amplitude(ka, ms) * spin_amplitude(kb, ms) * y_element
    return total


def angular_sigma(ka, kb):
    """<Omega_ka| sigma_z |Omega_kb> for m_j = 1/2."""
    if orbital_l(ka) != orbital_l(kb):
        return 0.0
    return sum(2 * float(ms) * spin_amplitude(ka, ms) * spin_amplitude(kb, ms)
               for ms in (HALF, -HALF))


COS = {k: angular_cos(k, -1) for k in (1, -2)}
SIG_UP = {k: angular_sigma(k, 1) for k in (1, -2)}
SIG_LOW = {k: angular_sigma(-k, -1) for k in (1, -2)}
for k in (1, -2):   # large and small components share one angular factor
    assert abs(COS[k] - angular_cos(-k, 1)) < 1e-12
assert abs(COS[1]**2 - 1 / 9) < 1e-12 and abs(COS[-2]**2 - 2 / 9) < 1e-12


def channel(Z, kappa, N):
    """Diagonalize H in one channel; return W, |z|^2, |alpha_z|^2, f."""
    g = np.sqrt(kappa**2 - (Z / c)**2)
    k = np.arange(N + 1)
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * g + 1)))[:, None]
    kk = k[:, None]

    def poly(x):
        return norm * eval_genlaguerre(kk, 2 * g, x)

    x, w = roots_genlaguerre(N + 4, 2 * g - 1)
    L = poly(x)
    dL = -norm * eval_genlaguerre(np.maximum(kk - 1, 0), 2 * g + 1, x) * (kk > 0)
    one = np.eye(N + 1)
    assert np.allclose((L * w * x) @ L.T, one, atol=1e-8)
    inverse_x = (L * w) @ L.T
    derivative = (L * w) @ ((g - x / 2) * L + x * dL).T
    A = 2 * Z * c * (derivative + kappa * inverse_x)
    V = -2 * Z**2 * inverse_x
    H = np.block([[V, A.T], [A, V - 2 * c**2 * one]])
    # ratio of the components at the nucleus, from the radial equation
    p0, q0 = (Z / c, kappa + g) if kappa > 0 else (kappa - g, Z / c)
    at_zero = poly(np.array([0.0]))[:, 0]
    row = np.concatenate([q0 * at_zero, -p0 * at_zero])
    rows = (row / np.linalg.norm(row))[None, :]
    # analytic 1s state: P = a x^g1 exp(-x/2), Q = -rho P
    g1 = np.sqrt(1 - (Z / c)**2)
    rho = (1 - g1) * c / Z
    a = np.exp(-0.5 * gammaln(2 * g1 + 1)) / np.sqrt(1 + rho**2)
    xm, wm = roots_genlaguerre(N + 4, g + g1)
    Lm = poly(xm)
    overlap = a * (Lm @ wm)
    moment = a * (Lm @ (wm * xm)) / (2 * Z)
    removed = None
    if kappa > 0:
        # artificial gap level: highest-degree function, nuclear ratio P/Q
        ghost = np.concatenate([p0 * one[N], q0 * one[N]]) / np.hypot(p0, q0)
        removed = ghost @ H @ ghost
        assert abs(removed + c**2 * (1 + g / kappa)) < 1e-6 * c**2
        residual = null_space(rows).T @ (H @ ghost - removed * ghost)
        assert np.abs(residual).max() < 1e-6 * c**2
        assert abs(moment[N]) < 1e-9 and abs(overlap[N]) < 1e-9
        rows = np.vstack([rows, ghost])
    T = null_space(rows)
    W, U = eigh(T.T @ H @ T)
    C = T @ U
    CP, CQ = C[:N + 1], C[N + 1:]
    z_amp = COS[kappa] * (moment @ CP - rho * (moment @ CQ))
    al_amp = (-rho * SIG_UP[kappa] * (overlap @ CP)
              - SIG_LOW[kappa] * (overlap @ CQ))
    W0 = -Z**2 / (1 + g1)
    return dict(W=W, z2=z_amp**2, al2=al_amp**2,
                f=2 * (W - W0) * z_amp**2,
                fv=2 * c**2 * al_amp**2 / (W - W0), pos=W > -c**2,
                removed=removed)


def both(Z, N):
    return {k: channel(Z, k, N) for k in (1, -2)}


def branch(data, key, positive):
    return sum(d[key][d["pos"] == positive].sum() for d in data.values())


def sommerfeld(Z, n, kappa):
    g = np.sqrt(kappa**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (n - abs(kappa) + g))**2) - 1)


def schroedinger(Z, N):
    """Same sum for the Schroedinger 1s state in a Laguerre p basis."""
    k = np.arange(N + 1)[:, None]
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 5)))
    x, w = roots_genlaguerre(N + 5, 2)
    L = norm * eval_genlaguerre(k, 4, x)
    dL = -norm * eval_genlaguerre(np.maximum(k - 1, 0), 5, x) * (k > 0)
    D = (2 - x / 2) * L + x * dL
    H = 4 * Z**2 * (0.5 * (D * w) @ D.T + (L * w) @ L.T)
    H -= 2 * Z**2 * (L * w * x) @ L.T
    E, C = eigh(H)
    R = (L @ (w * x**2)) @ C / (np.sqrt(2) * 2 * Z)
    f = 2 * (E + Z**2 / 2) * R**2 / 3
    return f.sum(), f[0]


N_MAIN = 60
Z = 50
scan = {q: both(q, N_MAIN) for q in (5, 10, 20, 50, 80)}
print(f"speed of light c = {c:.6f} a.u.")
print(f"squared angular factors: p1/2 {COS[1]**2:.6f}, p3/2 {COS[-2]**2:.6f}")

# Schroedinger comparison
nr_sum, nr_2p = schroedinger(Z, 30)
assert abs(nr_sum - 1) < 1e-8
print(f"Schroedinger: full sum = {nr_sum:.8f}, f(1s-2p) = {nr_2p:.6f}")

# spectra, closure and sums for every charge
print("Scan, polynomial degree", N_MAIN, "(sums are dimensionless)")
slope = {}
for q, data in scan.items():
    g1 = np.sqrt(1 - (q / c)**2)
    for kap, d in data.items():
        level = d["W"][d["pos"]].min()
        assert abs(level - sommerfeld(q, 2, kap)) < 1e-7 * q**2
        assert d["W"][~d["pos"]].max() < -1.99 * c**2
    z2 = branch(data, "z2", True) + branch(data, "z2", False)
    z2_exact = (2 * g1 + 1) * (2 * g1 + 2) / (12 * q**2)
    assert abs(z2 / z2_exact - 1) < 1e-5
    sp, sm = branch(data, "f", True), branch(data, "f", False)
    assert abs(sp + sm) < 1e-4
    expected = 2 / 9 * (1 + 2 * g1)
    assert abs(data[1]["f"].sum() + expected) < 1e-6
    assert abs(data[-2]["f"].sum() - expected) < 1e-4
    slope[q] = (1 - sp) / (q / c)**2
    print(f"Z={q:2d}: S_plus={sp:.6f} S_minus={sm:.6f} total={sp + sm:.1e}"
          f" (1-S_plus)/(Z alpha)^2={slope[q]:.4f}")

# weak-binding coefficient, removing the next power of (Z alpha)^2
limit = (4 * slope[5] - slope[10]) / 3
assert abs(limit - 5 / 6) < 0.01
print(f"extrapolated coefficient = {limit:.4f}; 5/6 = {5 / 6:.4f}")

# weak binding: where the negative strength sits
weak = scan[5]
neg = {k: d["f"][~d["pos"]].sum() for k, d in weak.items()}
neg_al = branch(weak, "al2", False)
neg_z = branch(weak, "z2", False) * 4 * c**2
assert abs(neg[1] + 1) < 0.01 and abs(neg[-2]) < 0.01
assert abs(neg_al - 1) < 0.01 and abs(neg_z - 1) < 0.01
print(f"Z=5 negative branch: p1/2 {neg[1]:.6f}, p3/2 {neg[-2]:.6f}")
print(f"Z=5 negative-state sum of |alpha_z|^2 = {neg_al:.6f}")
print(f"Z=5 negative-state sum of |z|^2 / (1/2c)^2 = {neg_z:.6f}")

# worked example
data = scan[Z]
g1 = np.sqrt(1 - (Z / c)**2)
print(f"Worked example Z={Z}: Z alpha = {Z / c:.6f}, gamma = {g1:.6f}")
print(f"1s energy without rest energy = {-Z**2 / (1 + g1):.4f} hartree")
for kap, name in ((1, "p1/2"), (-2, "p3/2")):
    d = data[kap]
    i = np.flatnonzero(d["pos"])[0]
    fp, fm = d["f"][d["pos"]].sum(), d["f"][~d["pos"]].sum()
    print(f"2{name}: W = {d['W'][i]:.4f} hartree (Sommerfeld "
          f"{sommerfeld(Z, 2, kap):.4f}), f = {d['f'][i]:.6f}")
    print(f"  {name} sums: positive {fp:.6f}, negative {fm:.6f},"
          f" all {fp + fm:.6f}")
print(f"(2/9)(1+2 gamma) = {2 / 9 * (1 + 2 * g1):.6f}")
print(f"sum of |z|^2: positive {branch(data, 'z2', True):.4e},"
      f" negative {branch(data, 'z2', False):.4e} bohr^2")
print(f"artificial p1/2 level left out: W/c^2 = "
      f"{data[1]['removed'] / c**2:.6f}")

# velocity form: an independent matrix element for the same sums
vp, vm = branch(data, "fv", True), branch(data, "fv", False)
assert abs(vp - branch(data, "f", True)) < 1e-3
assert abs(vm - branch(data, "f", False)) < 1e-3
print(f"velocity form: S_plus = {vp:.5f}, S_minus = {vm:.5f}")

# convergence with the size of the basis
print(f"Convergence for Z={Z} (states: p1/2 2*degree, p3/2 2*degree+1)")
totals = []
for N in (5, 10, 20, 40, 60):
    d = both(Z, N)
    assert len(d[1]["W"]) == 2 * N and len(d[-2]["W"]) == 2 * N + 1
    sp, sm = branch(d, "f", True), branch(d, "f", False)
    totals.append(abs(sp + sm))
    print(f"degree {N:2d}: S_plus={sp:.6f} S_minus={sm:.6f} total={sp + sm:.2e}")
assert totals[-1] < totals[0]
print("finished without a failed check")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
squared angular factors: p1/2 0.111111, p3/2 0.222222
Schroedinger: full sum = 1.00000000, f(1s-2p) = 0.416197
Scan, polynomial degree 60 (sums are dimensionless)
Z= 5: S_plus=0.998895 S_minus=-0.998895 total=-2.0e-08 (1-S_plus)/(Z alpha)^2=0.8302
Z=10: S_plus=0.995622 S_minus=-0.995622 total=-1.8e-08 (1-S_plus)/(Z alpha)^2=0.8221
Z=20: S_plus=0.983024 S_minus=-0.983024 total=-1.2e-08 (1-S_plus)/(Z alpha)^2=0.7970
Z=50: S_plus=0.906498 S_minus=-0.906498 total=5.1e-08 (1-S_plus)/(Z alpha)^2=0.7023
Z=80: S_plus=0.787815 S_minus=-0.787814 total=3.8e-07 (1-S_plus)/(Z alpha)^2=0.6226
extrapolated coefficient = 0.8329; 5/6 = 0.8333
Z=5 negative branch: p1/2 -0.998894, p3/2 -0.000000
Z=5 negative-state sum of |alpha_z|^2 = 0.999558
Z=5 negative-state sum of |z|^2 / (1/2c)^2 = 0.998234
Worked example Z=50: Z alpha = 0.364868, gamma = 0.931059
1s energy without rest energy = -1294.6261 hartree
2p1/2: W = -326.4948 hartree (Sommerfeld -326.4948), f = 0.129702
  p1/2 sums: positive 0.268463, negative -0.904489, all -0.636026
2p3/2: W = -315.1444 hartree (Sommerfeld -315.1444), f = 0.261282
  p3/2 sums: positive 0.638035, negative -0.002009, all 0.636026
(2/9)(1+2 gamma) = 0.636026
sum of |z|^2: positive 3.5702e-04, negative 1.1441e-05 bohr^2
artificial p1/2 level left out: W/c^2 = -1.931059
velocity form: S_plus = 0.90650, S_minus = -0.90650
Convergence for Z=50 (states: p1/2 2*degree, p3/2 2*degree+1)
degree  5: S_plus=0.905532 S_minus=-0.906137 total=-6.05e-04
degree 10: S_plus=0.906374 S_minus=-0.906413 total=-3.93e-05
degree 20: S_plus=0.906486 S_minus=-0.906487 total=-5.39e-07
degree 40: S_plus=0.906497 S_minus=-0.906497 total=1.52e-07
degree 60: S_plus=0.906498 S_minus=-0.906498 total=5.13e-08
finished without a failed check
```
